\section*{Why Hydrogen Needs a Split-Valence Basis: Orbital Contraction in H2}

\section{The size error of a frozen 1s function}

Take the best three-Gaussian 1s function of the hydrogen atom, freeze it, and use it to compute H$_2$. At a bond length of $1.4$ bohr the binding energy comes out as 240 kJ/mol. If the same function may shrink in the molecule, the result is 336 kJ/mol. At this bond length the frozen function loses more than a quarter of the binding energy because it has the wrong size. (Allowed its own minimum, at $1.60$ bohr, it gives 262 kJ/mol, still $22\%$ short.) Fixing it at the size that suits H$_2$ moves the error to the atom, and the binding energy becomes 429 kJ/mol.

These are restricted Hartree--Fock (RHF) energies with fixed nuclei and $s$ functions only. Binding energies are taken relative to two separate atoms, without vibrational energy and without counterpoise correction; that correction would lower the 429 kJ/mol value to 415 and leave the 240 kJ/mol value and the split-set value below unchanged. Formulas are in atomic units. To avoid a clash of terms, ``contraction'' below means a fixed sum of Gaussians, and an orbital that becomes more compact is said to shrink. When it shrinks, its exponent grows.

\subsection{One size for the atom}

Consider first the exponential function
\begin{equation}
\phi_\zeta(r)=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}.
\end{equation}
Since $|\nabla\phi_\zeta|=\zeta\phi_\zeta$, its kinetic energy is $\frac12\int|\nabla\phi_\zeta|^2d^3r=\zeta^2/2$. The mean inverse distance is $4\zeta^3\int_0^\infty r e^{-2\zeta r}dr=\zeta$. Hence
\begin{equation}
E_{\rm atom}(\zeta)=\frac{\zeta^2}{2}-\zeta=-\frac12+\frac12(\zeta-1)^2 ,
\end{equation}
and the best exponent is $\zeta=1$.

A Gaussian contraction $\chi=\sum_k d_k g_{\alpha_k}$, with normalized primitives $g_\alpha=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$, is resized in the same way. Because $\zeta^{3/2}g_\alpha(\zeta r)=g_{\zeta^2\alpha}(r)$, one multiplies every exponent by $\zeta^2$ and keeps the $d_k$. The scale $\zeta=1$ then denotes the atomic contraction.

\subsection{Why the orbital shrinks in the molecule}

Place one exponential on each nucleus, $a$ and $b$, and put both electrons in $\sigma=(a+b)/\sqrt{2+2S}$, where $S=\langle a|b\rangle$. Let $w=\zeta R$. The orbital for $(\zeta,R)$ is the orbital for exponent 1 and bond length $w$, with all lengths divided by $\zeta$. Kinetic energy varies as the inverse square of length and Coulomb energy as its inverse, so
\begin{equation}
E(\zeta,R)=T+V=\zeta^2t(w)+\zeta v(w),
\label{eq:scale}
\end{equation}
where $V$ includes the nuclear repulsion.

The kinetic function $t(w)$ can be found by hand. Set $\zeta=1$, $R=w$, and use $\xi=(r_a+r_b)/w$ and $\eta=(r_a-r_b)/w$. The volume element, integrated over the angle about the axis, is $(\pi w^3/4)(\xi^2-\eta^2)\,d\xi\,d\eta$, and $ab=e^{-w\xi}/\pi$. Thus
\begin{align}
S&=\frac{w^3}{4}\int_1^\infty\! d\xi\int_{-1}^{1}\! d\eta\,(\xi^2-\eta^2)e^{-w\xi}
=\frac{w^3}{2}\int_1^\infty\!\Big(\xi^2-\frac13\Big)e^{-w\xi}d\xi \nonumber\\
&=\frac{w^3}{2}e^{-w}\Big(\frac{2}{3w}+\frac{2}{w^2}+\frac{2}{w^3}\Big)
=e^{-w}\Big(1+w+\frac{w^2}{3}\Big).
\end{align}
For $K=\langle a|1/r_b|b\rangle$, the distance $r_b=w(\xi-\eta)/2$ cancels one factor of $\xi^2-\eta^2=(\xi-\eta)(\xi+\eta)$:
\begin{equation}
K=\frac{w^2}{2}\int_1^\infty\! d\xi\int_{-1}^{1}\! d\eta\,(\xi+\eta)e^{-w\xi}
=w^2\int_1^\infty\!\xi e^{-w\xi}d\xi=e^{-w}(1+w).
\end{equation}
Since $\nabla^2e^{-r}=(1-2/r)e^{-r}$, we have $-\frac12\nabla^2b=(-\frac12+1/r_b)b$. The kinetic cross term is therefore $T_{ab}=K-S/2$. Each electron has kinetic energy $(\frac12+T_{ab})/(1+S)$, and there are two electrons:
\begin{equation}
t(w)=\frac{1+2T_{ab}}{1+S}=\frac{1+2K-S}{1+S}
=1-\frac{2(S-K)}{1+S}
=1-\frac{\frac23w^2e^{-w}}{1+S}<1 .
\label{eq:t}
\end{equation}
Joining two unchanged atomic functions thus lowers the kinetic energy below the 1 hartree of two atoms. The in-phase sum is smoother, chiefly along the bond: at $w=1.4$ about two thirds of the drop comes from the gradient along the axis, and about $60\%$ of it arises in the region between the nuclei.

The potential function $v(w)$ also contains electron-repulsion integrals, which are not derived here; the program evaluates them from closed-form expressions and checks the resulting energies against numerical Gaussian integrals. The argument needs one fact from them: the minimum energy in this model lies below $-1$ hartree, the energy of two atoms. At the minimum with respect to both $\zeta$ and $R$, $\zeta$ and $w$ may equally be used as independent variables. Differentiating Eq.~(\ref{eq:scale}) with respect to $\zeta$ at fixed $w$ gives
\begin{equation}
2\zeta t+v=0\;\Rightarrow\;2T+V=0\;\Rightarrow\;T=-E
\;\Rightarrow\;\zeta^2=\frac{-E}{t(w)}>1 .
\label{eq:why}
\end{equation}
The numerator exceeds 1 because the molecule is bound, and the denominator is below 1 by Eq.~(\ref{eq:t}). The orbital must therefore shrink. At the computed minimum, $R=1.385$ bohr, $E=-1.1282$ hartree and $t=0.7927$, so $\zeta=\sqrt{1.1282/0.7927}=1.193$.

At the fixed distance $R=1.4$ bohr the best exponent is $1.19$. Raising it from 1 to this value increases $T$ from $0.816$ to $1.120$ hartree, a cost of $0.304$. Meanwhile $V$ falls from $-1.907$ to $-2.248$ hartree, a gain of $0.341$. The net gain is $0.037$ hartree.

\subsection{The best size depends on the geometry}

For the exponential functions the best exponent is $1.30$ at $R=1.0$ bohr, $1.07$ at $2.0$ bohr and $0.96$ at $3.0$ bohr. It does not return to the atomic value as the bond breaks, because the RHF orbital keeps both electrons on the same atom with probability one half.

The limit follows from the repulsion of two electrons in one 1s function. For $\zeta=1$ the charge inside radius $r$ is $q(r)=4\int_0^r s^2e^{-2s}ds=1-e^{-2r}(1+2r+2r^2)$. Counting each pair by its outer electron and doubling gives
\begin{equation}
J=8\int_0^\infty re^{-2r}q(r)\,dr
=8\Big[\frac14-\Big(\frac1{16}+\frac1{16}+\frac{3}{64}\Big)\Big]=\frac58 ,
\end{equation}
or $5\zeta/8$ for general $\zeta$. The terms in $1/R$ vanish at large distance, leaving
\begin{equation}
E_\infty(\zeta)=2\Big(\frac{\zeta^2}{2}-\zeta\Big)+\frac12\cdot\frac{5\zeta}{8}
=\zeta^2-\frac{27}{16}\zeta ,
\end{equation}
with its minimum at $\zeta=27/32\approx0.84$. This is a defect of RHF for a broken bond. The value $\zeta=1$ belongs to a separate calculation on the atom.

\section{What the split supplies}

The overlap of an exponential of exponent $\zeta$ with the atomic one is
\begin{equation}
\langle\phi_1|\phi_\zeta\rangle=4\zeta^{3/2}\int_0^\infty r^2e^{-(1+\zeta)r}dr
=\frac{8\zeta^{3/2}}{(1+\zeta)^3}.
\end{equation}
The fraction of $\phi_\zeta$ that the atomic function cannot represent is one minus the square of this,
\begin{equation}
1-\left[\frac{4\zeta}{(1+\zeta)^2}\right]^3 ,
\end{equation}
which is $2.2\%$ at $\zeta=1.19$. To first order in the change of exponent,
\begin{equation}
\phi_\zeta\approx\phi_1+(\zeta-1)\Big(\frac32-r\Big)\phi_1 .
\end{equation}
The correction is orthogonal to $\phi_1$, because $\langle r\rangle=4\int_0^\infty r^3e^{-2r}dr=\frac32$. It is positive inside $r=\frac32$ bohr and negative outside, so it moves amplitude inward. A basis that is to follow the shrinking needs a function of this kind.

A split set obtains one from the primitives already present. Optimizing three Gaussians for the atom gives
\begin{center}
\begin{tabular}{cc}
exponent (bohr$^{-2}$) & coefficient $d_k$\\
4.500 & 0.070\\
0.681 & 0.408\\
0.151 & 0.648
\end{tabular}
\end{center}
The single contraction $\chi$ uses all three with these coefficients. The split set contracts the first two, in their atomic ratio, into an inner function $u$, and leaves the third free as an outer function $o$.

The two functions span $\chi$ and one combination orthogonal to it. Since $\chi$ is positive everywhere, that combination must change sign. It does so once, because $u/o$ is a sum of decreasing Gaussians with positive weights and can equal a given constant at one radius at most. This is the pattern of the required correction. The agreement is close but not perfect: of the contraction scaled for H$_2$, the single atomic function misses $2.4\%$ and the split pair $0.25\%$.

The atom is unaffected. Its contraction lies in the split space and is already the lowest state of all three primitives, so both sets give $-0.49698$ hartree.

\section{How large the effect is}

For H$_2$ at $R=1.4$ bohr the best scale of the three-Gaussian contraction is $1.188$. The RHF energies are
\begin{center}
\begin{tabular}{lc}
basis & $E$ (hartree)\\
single, atomic scale & $-1.0855$\\
single, scale 1.188 & $-1.1221$\\
split, atomic scale & $-1.1217$\\
split, scale 1.188 & $-1.1222$\\
cc-pVTZ & $-1.1330$
\end{tabular}
\end{center}
Splitting lowers the energy by $0.0362$ hartree, and ideal scaling of the single function lowers it by $0.0366$. The split therefore recovers $99\%$ of the scaling gain without any change of exponents. The ratio of inner to outer coefficient, with both functions normalized, rises from $0.70$ in the atom to $1.30$ in the molecule.

A larger basis could have lowered the energy for some other reason. The fourth row addresses this: once the exponents have the right scale for H$_2$, splitting gains only $0.0001$ hartree. At this geometry, nearly all the benefit of the split is adjustment of size.

The cost of a wrong scale in the atom follows from $E=\zeta^2T_1+\zeta V_1$. The primitives are optimized, so $2T_1+V_1=0$ and $T_1=-E_1$, which gives
\begin{equation}
E(\zeta)-E_1=T_1(\zeta^2-1)-2T_1(\zeta-1)=T_1(\zeta-1)^2 .
\end{equation}
At the H$_2$ scale this is $0.497\times0.188^2=0.0176$ hartree per atom. The binding energies $2E_{\rm atom}-E_{{\rm H}_2}$ are then
\begin{center}
\begin{tabular}{lc}
treatment & kJ/mol\\
single, all at atomic scale & 240\\
single, all at H$_2$ scale & 429\\
single, each at its own scale & 336\\
split, atomic scale & 335
\end{tabular}
\end{center}
Relative to the third row, and taking differences before rounding, the two fixed choices err by $-96$ and $+92$ kJ/mol, and the split set by $-1$ kJ/mol. Because the error changes sign, some intermediate fixed scale gives the third-row value at this bond length. It does so by cancellation, with both the atom and the molecule at the wrong size.

\section{What to do about it}

Leave at least the most diffuse valence primitive of hydrogen uncontracted, and use the same split set for the molecule and its fragments. The price is two basis functions per hydrogen instead of one, built from the same primitives. A minimal set with rescaled exponents can match the split energy at one geometry, but the best scale changes with bond length, and the rescaled set degrades the free atom.

At $R=1.4$ bohr, the only bond length at which it was tested here, the split removes nearly all of the error of size; how well it follows larger changes of scale at other bond lengths was not computed. It does not remove the other errors of a small basis. The split energy is still $0.011$ hartree above the RHF/cc-pVTZ value. That larger set has more $s$ functions and also polarization functions, which let the density around each nucleus depart from spherical shape; these contributions are not separated here. Functions of $s$ type on one centre cannot supply such a distortion, however finely they are split. The cc-pVTZ energy is itself a finite-basis RHF result (cc-pV5Z gives $-1.1336$ hartree, which widens the gap to the split energy to $0.012$) and omits electron correlation, so none of these binding energies should be read as a prediction of experiment. The numerical check compares the closed-form energies with independent Gaussian integrals and tests the scaling law, the relation $T=-E$ and the effect of the split.

\section*{Calculated quantities}
\begin{verbatim}
TRUE EXPONENTIALS, H2
bond length R = 1.40 bohr
best zeta at this R = 1.1895 1/bohr
E at zeta 1 = -1.09094 hartree
E at best zeta = -1.12819 hartree
T at zeta 1 = 0.81618 hartree
T at best zeta = 1.12023 hartree
V at zeta 1 = -1.90713 hartree
V at best zeta = -2.24842 hartree
joint optimum: R = 1.3854 bohr
joint optimum: zeta = 1.1930 1/bohr
joint optimum: E = -1.12823 hartree
joint optimum: T = 1.12823 hartree
joint optimum: t(w) = 0.79269
best zeta at R = 1.0 bohr: 1.3009 1/bohr
best zeta at R = 2.0 bohr: 1.0723 1/bohr
best zeta at R = 3.0 bohr: 0.9578 1/bohr
best zeta at R = 30.0 bohr: 0.8437 1/bohr
12-Gaussian check, best zeta = 1.1896 1/bohr
missed by zeta 1 function = 2.231 percent
THREE GAUSSIANS, ATOM
exponent 4.50036 1/bohr^2, coefficient 0.07048
exponent 0.68129 1/bohr^2, coefficient 0.40788
exponent 0.15138 1/bohr^2, coefficient 0.64768
best scale in atom = 1.00000
E atom, single = -0.496979 hartree
E atom, split = -0.496979 hartree
E atom at H2 scale = -0.479417 hartree
THREE GAUSSIANS, H2
best scale in H2 = 1.1880
E single, scale 1 = -1.08551 hartree
E single, best scale = -1.12206 hartree
E split, scale 1 = -1.12168 hartree
E split, H2 scale = -1.12217 hartree
E RHF/cc-pVTZ = -1.13296 hartree
split gain at scale 1 = 0.03617 hartree
split gain at H2 scale = 0.00011 hartree
scaling gain recovered by split = 99.0 percent
inner/outer ratio, atom = 0.6961
inner/outer ratio, H2 = 1.2954
scaled shape missed by single = 2.419 percent
scaled shape missed by split = 0.245 percent
BINDING ENERGY OF H2
all at scale 1: 0.09155 hartree = 240.4 kJ/mol
all at H2 scale: 0.16323 hartree = 428.5 kJ/mol
each at own scale: 0.12810 hartree = 336.3 kJ/mol
split, scale 1: 0.12772 hartree = 335.3 kJ/mol
\end{verbatim}
